# Surface temperature in laser heating with exponentially decaying absorption

**Form of the answer**

A thick solid absorbs a constant flux $I$, in energy per area and time. Its conductivity is $K$, its heat capacity per volume is $C$, and the light decays with depth as $e^{-\alpha z}$. Compare its surface temperature at time $t$ with that of the same solid absorbing the same flux in a vanishingly thin surface layer. Let $\delta(0,t)$ be the amount by which the first temperature lies below the second.

The six quantities $\delta, I, K, C, \alpha, t$ are built from four independent units (energy, length, time and temperature), so they form two dimensionless groups. With the diffusivity $D=K/C$ these can be taken as $\alpha K\delta/I$ and $\alpha\sqrt{Dt}$. Hence

$$\delta(0,t)=\frac{I}{\alpha K}\,F(x),\qquad x=\alpha\sqrt{Dt}.$$

The number $x$ is the diffusion length $\sqrt{Dt}$ measured in absorption lengths $1/\alpha$. If $F$ tends to a finite nonzero number at late time, the deficit must become that number times $I/(\alpha K)$, with no trace of $t$ or $C$. Dimensions cannot show that the limit exists, nor that the number is 1. The theorem supplies both.

**Assumptions and theorem**

The solid fills $z>0$, and $K$, $C$ and $\alpha$ are constant. Illumination is uniform across the surface, so heat flows along $z$ alone. The flux $I$ is what enters the solid, after reflection, and it is constant from $t=0$ on. No heat escapes through the surface. Let $\theta$ be the temperature rise above the uniform starting temperature, vanishing at great depth. The power crossing depth $z$ as light is $Ie^{-\alpha z}$, so the power deposited per volume is minus its derivative, $\alpha Ie^{-\alpha z}$. The volume-absorption problem is therefore

$$C\,\partial_t\theta_V=K\,\partial_z^2\theta_V+\alpha Ie^{-\alpha z},\qquad \partial_z\theta_V(0,t)=0,\qquad \theta_V(z,0)=0.$$

For surface absorption the source is replaced by a flux entering at the boundary:

$$C\,\partial_t\theta_S=K\,\partial_z^2\theta_S,\qquad -K\,\partial_z\theta_S(0,t)=I,\qquad \theta_S(z,0)=0.$$

Each problem has one decaying solution. Indeed, the difference $u$ of two solutions obeys $\partial_tu=D\,\partial_z^2u$ with $\partial_zu(0,t)=0$ and $u(z,0)=0$. Multiplying by $u$ and integrating by parts gives $\frac{d}{dt}\int_0^\infty\frac12u^2dz=-D\int_0^\infty(\partial_zu)^2dz\le0$, so $u$ stays zero.

**Theorem.** Let $\delta=\theta_S-\theta_V$ and $E(x)=e^{x^2}\operatorname{erfc}x$. While the flux is on,

$$\theta_S(0,t)=\frac{2I}{K}\sqrt{\frac{Dt}{\pi}},\qquad \delta(0,t)=\frac{I}{\alpha K}\,[1-E(x)].$$

The deficit rises steadily with time, satisfies

$$1-\frac{1}{x\sqrt\pi}<\frac{\alpha K}{I}\,\delta(0,t)<1-\frac{1}{x\sqrt\pi}\left(1-\frac{1}{2x^2}\right),$$

and tends to $I/(\alpha K)$ as $x\to\infty$.

**Lemma 1: surface absorption**

The function $G=e^{-z^2/4D\tau}/\sqrt{\pi D\tau}$ has the derivatives

$$\partial_\tau G=\left(\frac{z^2}{4D\tau^2}-\frac1{2\tau}\right)G,\qquad \partial_z^2G=\left(\frac{z^2}{4D^2\tau^2}-\frac1{2D\tau}\right)G,$$

so $\partial_\tau G=D\,\partial_z^2G$. It is even in $z$, so it carries no flux through $z=0$, and its integral over $z>0$ is 1. Energy $Q$ per area released at the surface thus produces the rise $(Q/C)G$ after a time $\tau$. A steady flux releases $I\,d\tau$ in each interval $d\tau$, and adding the responses gives

$$\theta_S(z,t)=\frac IC\int_0^t\frac{e^{-z^2/4D\tau}}{\sqrt{\pi D\tau}}\,d\tau.$$

At $z=0$ the integral is $2\sqrt{t/(\pi D)}$. Since $1/C=D/K$, this gives $\theta_S(0,t)=(2I/K)\sqrt{Dt/\pi}$. ∎

**Lemma 2: the difference splits into a steady and a spreading part**

Subtracting the two problems gives

$$\partial_t\delta=D\,\partial_z^2\delta-\frac{\alpha I}{C}e^{-\alpha z},\qquad -K\,\partial_z\delta(0,t)=I,\qquad \delta(z,0)=0.$$

Consider the time-independent function $p(z)=(I/\alpha K)e^{-\alpha z}$. It satisfies

$$Dp''=\frac{D\alpha I}{K}e^{-\alpha z}=\frac{\alpha I}{C}e^{-\alpha z},\qquad -Kp'(0)=I,$$

so it meets both the equation and the boundary condition for $\delta$, though not the initial condition. Put $\delta=p-w$. Then

$$\partial_tw=-\partial_t\delta=-D\,\partial_z^2(p-w)+Dp''=D\,\partial_z^2w.$$

The surface slopes of $p$ and $\delta$ are both $-I/K$, so $\partial_zw(0,t)=0$. At $t=0$, $w=p$. Thus $w$ is an exponential temperature profile left to spread in an insulated solid without a source. ∎

**Lemma 3: the spreading part**

Write $\ell=\sqrt{Dt}$ and $y=z/(2\ell)$. To keep the surface insulated, extend the initial profile evenly to $z<0$ and let it spread on the whole line, where the kernel of unit integral is $e^{-z^2/4\ell^2}/(2\ell\sqrt\pi)$. Folding the negative half back gives

$$w(z,t)=\frac{I}{\alpha K}\int_0^\infty\frac{e^{-\alpha z'}}{2\ell\sqrt\pi}\left[e^{-(z'-z)^2/4\ell^2}+e^{-(z'+z)^2/4\ell^2}\right]dz'.$$

In the first term, complete the square:

$$-\alpha z'-\frac{(z'-z)^2}{4\ell^2}=-\frac{(z'-z+2\alpha\ell^2)^2}{4\ell^2}-\alpha z+\alpha^2\ell^2.$$

Substitute $s=(z'-z+2\alpha\ell^2)/(2\ell)$, so that $dz'=2\ell\,ds$. The lower limit becomes $\alpha\ell-z/(2\ell)=x-y$, and the integral of the first term is

$$\frac{e^{x^2-\alpha z}}{\sqrt\pi}\int_{x-y}^\infty e^{-s^2}ds=\frac12e^{x^2-\alpha z}\operatorname{erfc}(x-y).$$

The second term follows by replacing $z$ with $-z$. Therefore

$$w(z,t)=\frac{I}{2\alpha K}\,e^{x^2}\left[e^{-\alpha z}\operatorname{erfc}(x-y)+e^{\alpha z}\operatorname{erfc}(x+y)\right],$$

and at the surface $w(0,t)=(I/\alpha K)E(x)$. ∎

**Lemma 4: bounds on $E$**

In $\operatorname{erfc}x=(2/\sqrt\pi)\int_x^\infty e^{-r^2}dr$ put $r=x+s$. The factor $e^{x^2}$ cancels, leaving

$$E(x)=\frac2{\sqrt\pi}\int_0^\infty e^{-2xs-s^2}ds.$$

The integrand falls as $x$ grows, so $E$ decreases steadily from $E(0)=1$. For $s>0$, $1-s^2<e^{-s^2}<1$. With $\int_0^\infty e^{-2xs}ds=1/(2x)$ and $\int_0^\infty s^2e^{-2xs}ds=1/(4x^3)$,

$$\frac{1}{x\sqrt\pi}\left(1-\frac1{2x^2}\right)<E(x)<\frac1{x\sqrt\pi}.\qquad∎$$

**Proof of the theorem.** Lemma 1 gives $\theta_S(0,t)$. Lemmas 2 and 3 give $\delta(0,t)=p(0)-w(0,t)=(I/\alpha K)[1-E(x)]$. Lemma 4 gives the monotonic rise, the bounds and the limit. ∎

The volume-absorption surface rise is thus

$$\theta_V(0,t)=\frac{2I}{K}\sqrt{\frac{Dt}{\pi}}-\frac{I}{\alpha K}[1-E(x)].$$

**Remark 1: the opposite limit**

For small $x$, multiply $e^{x^2}=1+x^2+\dots$ by $\operatorname{erfc}x=1-2x/\sqrt\pi+2x^3/(3\sqrt\pi)+\dots$ to get

$$E(x)=1-\frac{2x}{\sqrt\pi}+x^2-\frac{4x^3}{3\sqrt\pi}+\dots$$

Since the surface-absorption rise equals $(I/\alpha K)\,2x/\sqrt\pi$, the terms linear in $x$ cancel:

$$\theta_V(0,t)=\frac I{\alpha K}\left(x^2-\frac{4x^3}{3\sqrt\pi}+\dots\right)=\frac{\alpha It}{C}\left(1-\frac{4x}{3\sqrt\pi}+\dots\right).$$

The leading term is heating without conduction: each layer keeps what it absorbs. The deficit is then nearly the whole of $\theta_S$, and $I/(\alpha K)$ must not be used for it.

**Remark 2: where the deficit comes from**

The conducted fluxes of the two problems differ by $-K\,\partial_z\delta=Ie^{-\alpha z}+K\,\partial_zw$. At late time and for $z\ll\ell$, the bracket in the integral for $w$ is approximately $2-(z^2+z'^2)/(2\ell^2)$. Its $z$-derivative is $-z/\ell^2$, and $\int_0^\infty e^{-\alpha z'}dz'=1/\alpha$, so

$$K\,\partial_zw\approx-\frac{Iz}{2\sqrt\pi\,\alpha^2\ell^3}.$$

At $z=1/\alpha$ this is smaller than $I$ by the factor $1/(2\sqrt\pi\,x^3)$. What remains is $Ie^{-\alpha z}$, the power that is still light at depth $z$ and so need not be conducted there. The smaller conducted flux needs a smaller temperature gradient. Its accumulated effect is

$$\frac1K\int_0^\infty Ie^{-\alpha z}dz=\frac{I}{\alpha K}.$$

Both solids hold the same energy $It$ per area, so the deficit must integrate to zero over depth. It does: $\int_0^\infty p\,dz=I/(\alpha^2K)$, and $w$ starts with the same integral and keeps it, because its surface is insulated. At late time and many absorption lengths down, $p$ is negligible and $\delta\approx-w<0$. The volume-heated solid is slightly warmer there, and the heat missing near the surface is spread thinly over a depth of order $\ell$. The surface value of that thin spread, $w(0,t)\approx(I/\alpha K)/(x\sqrt\pi)$, is what makes the approach to the limit slow.

**Remark 3: other deposition profiles**

Let a fraction $f(z')\,dz'$ of the flux be deposited between $z'$ and $z'+dz'$, with $\int_0^\infty f\,dz'=1$ and finite mean square depth. Heat released at $z'$ acts at the surface through itself and its mirror image, so the surface response is $G$ with $z$ replaced by $z'$. Writing $a=z'^2/4D$,

$$\delta(0,t)=\frac{I}{C\sqrt{\pi D}}\int_0^\infty f(z')\int_0^t\frac{1-e^{-a/\tau}}{\sqrt\tau}\,d\tau\,dz'.$$

Extend the time integral to infinity and integrate by parts. The boundary terms vanish, and with $s=\sqrt{a/\tau}$

$$\int_0^\infty\frac{1-e^{-a/\tau}}{\sqrt\tau}d\tau=2a\int_0^\infty\tau^{-3/2}e^{-a/\tau}d\tau=4\sqrt a\int_0^\infty e^{-s^2}ds=2\sqrt{\pi a}.$$

The part beyond $t$ lies between zero and $\int_t^\infty a\,\tau^{-3/2}d\tau=2a/\sqrt t$, because $0\le1-e^{-a/\tau}\le a/\tau$. Inserting $a$ and $CD=K$,

$$\frac IK\left[\langle z\rangle-\frac{\langle z^2\rangle}{2\sqrt{\pi Dt}}\right]\le\delta(0,t)\le\frac IK\langle z\rangle.$$

Of the deposition profile, only the mean depth enters the late-time limit of the deficit. For the exponential, $\langle z\rangle=1/\alpha$ and $\langle z^2\rangle=2/\alpha^2$, which returns the limit and the lower bound of the theorem.

**Remark 4: after the pulse**

If the flux stops at $t_p$, add a flux $-I$ starting at $t_p$. For $t>t_p$ the constant terms cancel:

$$\delta(0,t)=\frac I{\alpha K}\left[E\!\left(\alpha\sqrt{D(t-t_p)}\right)-E\!\left(\alpha\sqrt{Dt}\right)\right].$$

Both terms tend to zero. "Late time" in the theorem therefore means late within the pulse.

**Example: a 30 µs carbon dioxide laser pulse on silicon**

Take a crystalline, heavily p-doped wafer, preheated to 700 K, under light of wavelength about 11 µm. Free carriers absorb this light and soon pass the energy to the lattice, so local heating is a fair model. Rough typical values for the hot material are $K=0.30$ W/(cm K), $C=2.1$ J/(cm³ K) and $\alpha=5000$ /cm. The chosen absorbed flux is 80 kW/cm², or 2.40 J/cm² over the pulse.

The diffusivity is $0.30/2.1=0.143$ cm²/s, so $\sqrt{Dt}=20.7$ µm against an absorption length of 2.00 µm, and $x=10.35$. Then

$$\theta_S=\frac{2(8.0\times10^4)(2.07\times10^{-3})}{0.30\sqrt\pi}\ \text{K}=623\ \text{K},\qquad \frac I{\alpha K}=\frac{8.0\times10^4}{5000\times0.30}\ \text{K}=53.3\ \text{K}.$$

With $E(x)=0.0543$ the deficit is $53.3\times0.9457=50.4$ K. The surface ends at 1272 K instead of 1323 K.

The deficit reaches 58% of its limit at 0.3 µs and 83% at 3 µs. Solving $E(x)=0.1$ numerically puts the 90% point at 8.6 µs. At 60 µs, one pulse length after the light stops, Remark 4 leaves 0.8 K.

A uniform deposit 4 µm deep has the same mean depth, 2 µm, but $\langle z^2\rangle=16/3$ µm² instead of 8 µm². With $I/K=26.7$ K/µm, the lower bound of Remark 3 is 51.4 K at the end of the pulse. A numerical solution of the heat equation gives the same value to this accuracy, within 1 K of the exponential profile.

**How far real silicon departs from the model**

Of the departures estimated here, the changes of $K$ and $\alpha$ with temperature shift the deficit most when taken one at a time. To size them, the heat equation was solved by an implicit finite-volume method with $K=0.30\,(1000\ \text{K}/T)$ W/(cm K). The absorption was taken proportional to the total number of electrons and holes, with equal weight for both and a fixed scattering rate. With acceptor density $N=2\times10^{19}$ /cm³, all ionised, the hole and electron densities $n_h$ and $n_e$ obey $n_h-n_e=N$ and $n_hn_e=n_i^2$. Since $(n_h+n_e)^2=(n_h-n_e)^2+4n_hn_e$, their sum is $\sqrt{N^2+4n_i^2}$, hence $\alpha(T)=\alpha\sqrt{1+(2n_i/N)^2}$. The intrinsic density was the rough fit $n_i=5.3\times10^{19}(T/300\ \text{K})^{2.5}e^{-6700\,\text{K}/T}$ /cm³. At 1272 K this multiplies $\alpha$ by 1.42.

With the same flux and pulse, the falling conductivity alone raises the deficit from 50 K to 64 K, and the rising absorption alone lowers it to 38.5 K. Together they give 49 K and a final temperature of 1293 K. The closeness to 50 K is a cancellation between two shifts of more than 10 K, particular to these parameters. It also relies on inputs that are uncertain at these temperatures. Another fit, $n_i=3.87\times10^{16}\,(T/\text{K})^{1.5}e^{-7020\,\text{K}/T}$ /cm³, multiplies $\alpha$ by only 1.22 at 1272 K and gives a combined deficit of 56 K. Counting an electron as 0.37 of a hole in the absorption gives 54 K, and both changes together give 58 K. The fixed scattering rate is a further assumption. Carriers generally scatter more often as silicon heats, but Drude absorption peaks when the light's angular frequency is near the scattering rate, which is roughly the case here, so $\alpha$ may move either way. The 49 K is a result of this simple model and not a prediction for a real wafer.

The other estimates are smaller or leave the deficit nearly unchanged:

- A flux that rises linearly over 5 µs is a sum of steps spread evenly over that time. It lowers the final rise from 572 K to 546 K but leaves the deficit at 50.3 K.
- For a Gaussian spot with flux $Ie^{-r^2/R^2}$, sideways spreading multiplies the central response by $1/(1+4D\tau/R^2)$. With $R=1$ mm the surface-absorption rise falls by 0.4 K.
- The wafer, 775 µm thick, is 37 diffusion lengths deep, so its back face hardly matters.
- Black-body emission at the final temperature is 15 W/cm², about 0.02% of the absorbed flux.
- Carriers with diffusivity 5 cm²/s that keep their energy for 1 ps, both rough values, spread it over a length $L\approx22$ nm. The spreading goes both ways, so with no energy lost at the surface the mean depth grows only by $\alpha L^2/(1+\alpha L)\approx0.25$ nm, and by Remark 3 the deficit grows by about 0.01 K.

The result depends on the heavy doping. Were $\alpha$ ten times smaller throughout the pulse, $x$ would be about 1 at its end and the late-time formula would not apply. Light that creates electron–hole pairs is another case: unless carriers recombine very quickly at the surface, their diffusion before recombination increases $\langle z\rangle$, and $1/\alpha$ then underestimates the mean depth. An amorphous implanted layer breaks the assumption of uniform $K$. Melting ends the model altogether, but the calculated surface stays about 400 K below silicon's melting point, roughly 1700 K.
